# Long-Time Diffusion of an Ion on a Chain with Random Bonds: a numerical check

```python
"""Diffusion of one ion on a chain with symmetric random bond rates.

Result under test: D = lim E[x^2]/(2t) = a^2 / <1/w>.
  a    site spacing
  w    hop rate of a bond, equal in both directions (rate per direction)
  c    1/<1/w>, the effective rate
  h    stretched coordinate whose step over a bond is c/w; E[h^2] = 2 c t
  f    e F a/(k_B T), field work per hop in thermal units
Barriers E are uniform on [E0 - Delta, E0 + Delta]; w = nu exp(-E/k_B T).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad


def ring_generator(rates):
    """Symmetric master-equation matrix; bond n joins sites n and n+1."""
    size = len(rates)
    matrix = np.zeros((size, size))
    for n in range(size):
        m = (n + 1) % size
        matrix[n, m] += rates[n]
        matrix[m, n] += rates[n]
        matrix[n, n] -= rates[n]
        matrix[m, m] -= rates[n]
    return matrix


def bloch_diffusivity(rates, phase):
    """Lowest relaxation rate over phase^2, in units of a^2 times rate."""
    size = len(rates)
    matrix = np.zeros((size, size), dtype=complex)
    for n in range(size):
        m = (n + 1) % size
        matrix[n, n] += rates[n]
        matrix[m, m] += rates[n]
        matrix[n, m] -= rates[n] * np.exp(1j * phase)
        matrix[m, n] -= rates[n] * np.exp(-1j * phase)
    return np.linalg.eigvalsh(matrix)[0] / phase**2


def ring_velocity(rates, f):
    """Steady mean velocity in sites per unit time, from the linear system."""
    size = len(rates)
    forward = rates * np.exp(f / 2)
    backward = rates * np.exp(-f / 2)
    matrix = np.zeros((size, size))
    for n in range(size):
        m = (n + 1) % size
        matrix[m, n] += forward[n]
        matrix[n, n] -= forward[n]
        matrix[n, m] += backward[n]
        matrix[m, m] -= backward[n]
    matrix[-1, :] = 1.0
    source = np.zeros(size)
    source[-1] = 1.0
    p = np.linalg.solve(matrix, source)
    return np.sum(p * (forward - np.roll(backward, 1)))


# Model parameters
spacing = 0.5e-9
attempt = 1.0e13
E0, Delta = 0.90, 0.10
temperature = 400.0
field = 1.0e8
thickness = 100e-9
kT = constants.k * temperature / constants.e
z = Delta / kT
f = field * spacing / kT
print(f"site spacing a = {spacing*1e9:.2f} nm")
print(f"attempt rate nu = {attempt:.1e} 1/s")
print(f"central barrier E0 = {E0:.2f} eV")
print(f"barrier half-width Delta = {Delta:.2f} eV")
print(f"temperature T = {temperature:.0f} K")
print(f"thermal energy k_B T = {kT:.5f} eV")
print(f"z = Delta/(k_B T) = {z:.4f} (no unit)")

# Five-bond repeating cell, rates in an arbitrary common unit
cell = np.array([0.2, 1.0, 3.0, 0.5, 2.0])
cell_c = 1 / np.mean(1 / cell)
cell_bloch = bloch_diffusivity(cell, 1e-3)
assert abs(cell_bloch / cell_c - 1) < 1e-4  # finite-phase correction
print("cell rates =", cell, "(rate unit)")
print(f"cell mean inverse rate = {np.mean(1/cell):.5f} (1/rate unit)")
print(f"cell 1/<1/w> = {cell_c:.5f} (rate unit)")
print(f"cell D/a^2 from Bloch matrix = {cell_bloch:.5f} (rate unit)")
print(f"cell arithmetic mean rate = {np.mean(cell):.5f} (rate unit)")

# Drift: steady state of the biased ring against the sinh law
for bias in (0.01, f, 4.0):
    predicted = 2 * np.sinh(bias / 2) * cell_c
    assert abs(ring_velocity(cell, bias) / predicted - 1) < 1e-9
assert abs(ring_velocity(cell, 0.01) / (0.01 * cell_bloch) - 1) < 2e-4
print(f"cell drift v/a at f of example, solved = "
      f"{ring_velocity(cell, f):.5f} (rate unit)")
print(f"cell drift v/a at f of example, sinh law = "
      f"{2*np.sinh(f/2)*cell_c:.5f} (rate unit)")

# Barrier averages in units of the central rate nu exp(-E0/k_B T)
factor = np.sinh(z) / z
mean_inverse = quad(lambda u: np.exp(u) / (2 * z), -z, z)[0]
mean_rate = quad(lambda u: np.exp(-u) / (2 * z), -z, z)[0]
assert abs(mean_inverse / factor - 1) < 1e-9
assert abs(mean_rate / factor - 1) < 1e-9
print(f"disorder factor sinh(z)/z = {factor:.4f} (no unit)")

# Large ring: shuffled equal-probability barriers, all starts averaged
size = 1500
rng = np.random.default_rng(12)
levels = z * (2 * (np.arange(size) + 0.5) / size - 1)
rates = np.exp(-rng.permutation(levels))
c_ring = 1 / np.mean(1 / rates)
assert abs(c_ring * mean_inverse - 1) < 1e-4  # discrete barrier levels
values, vectors = np.linalg.eigh(ring_generator(rates))
index = np.arange(size)
shift = (index[None, :] - index[:, None] + size // 2) % size - size // 2
steps = c_ring / rates
stretch = np.concatenate(([0.0], np.cumsum(steps)[:-1])) - index
h_shift = shift + stretch[None, :] - stretch[:, None]


def ring_moments(time):
    """E[n^2], E[h^2], E[(n-h)^2] from the propagated master equation."""
    prob = (vectors * np.exp(values * time)) @ vectors.T
    return [np.sum(prob * s**2) / size
            for s in (shift, h_shift, shift - h_shift)]


short = 1e-4
short_ratio = ring_moments(short)[0] / (2 * short)
assert abs(short_ratio / mean_rate - 1) < 0.01  # first order in time
print(f"ring size = {size} sites")
print(f"ring short-time E[n^2]/(2t) = {short_ratio:.3f} (central rate)")
print(f"ring 1/<1/w> = {c_ring:.5f} (central rate)")
ratios, gaps = [], []
for length in (1, 3, 10, 30, 100):
    time = length**2 / (2 * c_ring)
    n2, h2, gap2 = ring_moments(time)
    assert abs(h2 / (2 * c_ring * time) - 1) < 1e-5
    ratios.append(n2 * mean_inverse / (2 * time))
    gaps.append(gap2 / (2 * c_ring * time))
    print(f"sqrt(2ct) = {length:3d} sites: E[h^2]/(2ct) = "
          f"{h2/(2*c_ring*time):.6f}, E[n^2]/(2ct) = {ratios[-1]:.4f}, "
          f"E[(n-h)^2]/(2ct) = {gaps[-1]:.4f}")
assert np.all(np.diff(ratios) < 0) and np.all(np.diff(gaps) < 0)
# The remaining excess decays only as the inverse diffusion length.
assert abs(ratios[-1] - 1) < 0.04 and gaps[-1] < 0.04


# Physical example
def diffusivity(beta):
    """a^2/<1/w> by quadrature over barriers; beta in 1/eV."""
    inverse = quad(lambda E: np.exp(beta * (E - E0)) / (2 * Delta),
                   E0 - Delta, E0 + Delta, epsabs=0, epsrel=1e-12)[0]
    return spacing**2 * attempt * np.exp(-beta * E0) / inverse


central_rate = attempt * np.exp(-E0 / kT)
c_eff = central_rate / factor
D = spacing**2 * c_eff
assert abs(diffusivity(1 / kT) / D - 1) < 1e-9
activation = E0 + Delta / np.tanh(z) - kT
db = 1e-3 / kT
slope = -(np.log(diffusivity(1 / kT + db))
          - np.log(diffusivity(1 / kT - db))) / (2 * db)
assert abs(slope - activation) < 1e-5
velocity = 2 * spacing * c_eff * np.sinh(f / 2)
linear_velocity = field * D / kT
print(f"central rate nu exp(-E0/k_B T) = {central_rate:.4e} 1/s")
print(f"mean inverse rate <1/w> = {1/c_eff:.4e} s")
print(f"effective rate 1/<1/w> = {c_eff:.4e} 1/s")
print(f"long-time diffusivity D = {D:.4e} m^2/s = {D*1e4:.4e} cm^2/s")
print(f"short-time value a^2 <w> = "
      f"{spacing**2*central_rate*mean_rate:.4e} m^2/s")
print(f"ratio a^2 <w> / D = {mean_rate*mean_inverse:.3f} (no unit)")
print(f"apparent activation energy, formula = {activation:.5f} eV")
print(f"apparent activation energy, difference = {slope:.5f} eV")
print(f"local field F = {field:.1e} V/m")
print(f"f = e F a/(k_B T) = {f:.4f} (no unit)")
print(f"drift speed, sinh law = {velocity:.4e} m/s")
print(f"drift speed, weak-field law = {linear_velocity:.4e} m/s")
print(f"film thickness = {thickness*1e9:.0f} nm")
print(f"drift time thickness/speed = {thickness/velocity:.3f} s")
print("all tests passed")
```

Running it gives:

```
site spacing a = 0.50 nm
attempt rate nu = 1.0e+13 1/s
central barrier E0 = 0.90 eV
barrier half-width Delta = 0.10 eV
temperature T = 400 K
thermal energy k_B T = 0.03447 eV
z = Delta/(k_B T) = 2.9011 (no unit)
cell rates = [0.2 1.  3.  0.5 2. ] (rate unit)
cell mean inverse rate = 1.76667 (1/rate unit)
cell 1/<1/w> = 0.56604 (rate unit)
cell D/a^2 from Bloch matrix = 0.56604 (rate unit)
cell arithmetic mean rate = 1.34000 (rate unit)
cell drift v/a at f of example, solved = 0.89498 (rate unit)
cell drift v/a at f of example, sinh law = 0.89498 (rate unit)
disorder factor sinh(z)/z = 3.1263 (no unit)
ring size = 1500 sites
ring short-time E[n^2]/(2t) = 3.124 (central rate)
ring 1/<1/w> = 0.31986 (central rate)
sqrt(2ct) =   1 sites: E[h^2]/(2ct) = 1.000000, E[n^2]/(2ct) = 2.8035, E[(n-h)^2]/(2ct) = 1.8035
sqrt(2ct) =   3 sites: E[h^2]/(2ct) = 1.000000, E[n^2]/(2ct) = 1.5783, E[(n-h)^2]/(2ct) = 0.5782
sqrt(2ct) =  10 sites: E[h^2]/(2ct) = 1.000000, E[n^2]/(2ct) = 1.1671, E[(n-h)^2]/(2ct) = 0.1671
sqrt(2ct) =  30 sites: E[h^2]/(2ct) = 1.000000, E[n^2]/(2ct) = 1.0569, E[(n-h)^2]/(2ct) = 0.0569
sqrt(2ct) = 100 sites: E[h^2]/(2ct) = 1.000000, E[n^2]/(2ct) = 1.0195, E[(n-h)^2]/(2ct) = 0.0195
central rate nu exp(-E0/k_B T) = 4.5761e+01 1/s
mean inverse rate <1/w> = 6.8318e-02 s
effective rate 1/<1/w> = 1.4637e+01 1/s
long-time diffusivity D = 3.6594e-18 m^2/s = 3.6594e-14 cm^2/s
short-time value a^2 <w> = 3.5766e-17 m^2/s
ratio a^2 <w> / D = 9.774 (no unit)
apparent activation energy, formula = 0.96614 eV
apparent activation energy, difference = 0.96614 eV
local field F = 1.0e+08 V/m
f = e F a/(k_B T) = 1.4506 (no unit)
drift speed, sinh law = 1.1572e-08 m/s
drift speed, weak-field law = 1.0616e-08 m/s
film thickness = 100 nm
drift time thickness/speed = 8.642 s
all tests passed
```
